\section*{Isolated dopants in a cluster ladder: why one in nine}

\section*{Question}

I am working on a problem about dopant activation after ion implantation. Isolated dopants have concentration $C_1$, and clusters of $n$ dopants have concentration
\[
C_n=C_1\left(\frac{C_1}{K}\right)^{n-1},\qquad n=1,2,3,\ldots
\]
I have to show that a total dopant concentration of $6K$ leaves an isolated concentration of $2K/3$, so that only one dopant in nine is isolated.

I added up all the $C_n$, set the sum equal to $6K$, and found $C_1=6K/7$. A friend says each term needs a factor $n$. With that factor I get a quadratic equation with two positive roots, and I don't know why one of them should be discarded. I also don't see where the ladder comes from, or whether the answer means anything for a real implanted layer, say arsenic in silicon. Can someone go through it?

\section*{Answer}

Your friend is right about the factor $n$. Your sum counts objects, whereas the total dopant concentration counts atoms. The second root is removed by the convergence of the sum.

\subsection*{Where the ladder comes from}

Let a cluster grow by capturing one isolated dopant and shrink by releasing one. In equilibrium the chemical potentials satisfy $\mu_n+\mu_1=\mu_{n+1}$. In a dilute solution, with geometrical factors left out,
\[
\mu_n=\varepsilon_n+k_BT\ln\frac{C_n}{N_s},
\]
where $\varepsilon_n$ is the energy of a cluster, $N_s$ the density of lattice sites and $T$ the temperature. Inserting this and collecting the logarithms gives
\[
\frac{C_nC_1}{C_{n+1}}=N_s\,e^{-E_b/k_BT}\equiv K,
\qquad E_b=\varepsilon_n+\varepsilon_1-\varepsilon_{n+1}.
\]
Here $E_b$ is the energy needed to detach one dopant. The model assumes that it is the same at every step, so that one dissociation constant $K$ serves for all sizes. Then $C_{n+1}=C_n(C_1/K)$: each rung is the previous one multiplied by the same ratio. Starting from $C_1$ and applying this $n-1$ times gives your ladder. With $x=C_1/K$ it reads
\[
C_n=Kx\,x^{n-1}=Kx^n .
\]

\subsection*{Counting dopants}

A cluster of size $n$ contains $n$ dopants. The total dopant concentration is therefore
\[
C_{\rm tot}=\sum_{n=1}^{\infty}nC_n=K\,S,\qquad S=x+2x^2+3x^3+\cdots
\]
To sum the series, multiply it by $x$ and subtract:
\begin{align*}
S-xS&=x+(2-1)x^2+(3-2)x^3+\cdots\\
&=x+x^2+x^3+\cdots=\frac{x}{1-x}.
\end{align*}
The last equality is the geometric series, which needs $0\le x<1$. Dividing by $1-x$,
\[
S=\frac{x}{(1-x)^2},\qquad
t\equiv\frac{C_{\rm tot}}{K}=\frac{x}{(1-x)^2}. \tag{1}
\]
For $t=6$,
\begin{align*}
6(1-2x+x^2)&=x,\\
6x^2-13x+6&=0,\\
(3x-2)(2x-3)&=0.
\end{align*}
The roots are $x=2/3$ and $x=3/2$.

The second root solves the quadratic but not the original problem. For $x=3/2$ the terms $nx^n$ grow with $n$, so the sum is infinite. Its first three terms, $1.5+4.5+10.1$, already exceed 6. The closed form $x/(1-x)^2$ has a finite value there, but it no longer represents the sum. Hence $x=2/3$, and
\[
C_1=\frac{2K}{3},\qquad
\frac{C_1}{C_{\rm tot}}=\frac{2K/3}{6K}=\frac19 .
\]
The fraction also follows directly from (1): $C_1/C_{\rm tot}=x/t=(1-x)^2=(1/3)^2$.

Your first attempt used $\sum_n x^n=x/(1-x)=6$, which gives $x=6/7$. That would be correct if $C_n$ meant the concentration of \emph{dopants held in} clusters of size $n$. Mass action, however, relates concentrations of objects, and this is the meaning used here.

\subsection*{Objects and atoms}

At $x=2/3$ the concentration of objects, isolated dopants included, is
\[
\sum_{n=1}^{\infty}C_n=K\frac{x}{1-x}=2K .
\]
The mean size is $6K/2K=3$. One \emph{object} in three is an isolated dopant, but one \emph{dopant} in nine is isolated, because the larger objects hold more atoms.

The share of dopants in clusters of size $n$ is $p_n=nx^n/6$. Successive shares have the ratio
\[
\frac{p_{n+1}}{p_n}=\frac{n+1}{n}\,x=\frac{2(n+1)}{3n},
\]
which is above 1 for $n=1$, equal to 1 for $n=2$, and below 1 afterwards. Pairs and triplets therefore hold equal and largest shares, 14.8\% each, against 11.1\% for isolated dopants.

\subsection*{Other totals}

For general $t>0$, equation (1) becomes $tx^2-(2t+1)x+t=0$. Its discriminant is $(2t+1)^2-4t^2=4t+1$. The product of the roots is 1, so one root lies below 1 and the other above. The physical one is
\[
x=\frac{2t+1-\sqrt{4t+1}}{2t}. \tag{2}
\]

For small $t$, write (1) as $x=t(1-x)^2$ and insert $x\simeq t$ on the right. This gives $x\simeq t-2t^2$, or
\[
C_1\simeq C_{\rm tot}-\frac{2C_{\rm tot}^2}{K}.
\]
The correction is the two dopants lost to each pair, since $C_2=C_1^2/K$. Nearly all dopants are isolated in this limit.

For large $t$, write $1-x=\sqrt{x/t}$. Since $x$ is then close to 1, $1-x\simeq1/\sqrt t$ and
\[
C_1\simeq K\left(1-\sqrt{\frac{K}{C_{\rm tot}}}\right).
\]
The isolated concentration approaches $K$ from below. Even at $C_{\rm tot}=50K$, equation (2) gives only $0.868K$.

Two derivatives tell you more about the case $t=6$. From (1),
\[
\frac{dt}{dx}=\frac{1}{(1-x)^2}+\frac{2x}{(1-x)^3}=\frac{1+x}{(1-x)^3}.
\]
At $x=2/3$ this is $(5/3)\times27=45$. If a few more dopants are added at fixed $K$, equilibrium leaves the isolated concentration higher by only $1/45$ of the addition. The average isolated fraction is $1/9$, but the marginal one is five times smaller.

Now hold $C_{\rm tot}$ fixed and vary $K$. Since $C_1=Kx(t)$ and $t=C_{\rm tot}/K$,
\[
\frac{d\ln C_1}{d\ln K}
=1-\frac{t}{x}\frac{dx}{dt}
=1-\frac{1-x}{1+x}
=\frac{2x}{1+x}. \tag{3}
\]
This is $0.8$ at $x=2/3$: a small relative error in $K$ passes to $C_1$ at four fifths of its size.

\subsection*{Numbers for an implanted layer}

Take rough values in the regime of silicon heavily implanted with arsenic: $K=3\times10^{20}\ {\rm cm^{-3}}$ at 1273 K, in a uniform layer 100 nm thick. Then
\begin{align*}
C_{\rm tot}&=6K=1.8\times10^{21}\ {\rm cm^{-3}},\\
C_1&=\tfrac23K=2\times10^{20}\ {\rm cm^{-3}}.
\end{align*}
Multiplying by the thickness, $10^{-5}$ cm, gives a total dose of $1.8\times10^{16}\ {\rm cm^{-2}}$, of which $2\times10^{15}\ {\rm cm^{-2}}$ is isolated. With $N_s=5\times10^{22}\ {\rm cm^{-3}}$, the chosen $K$ corresponds to $E_b=k_BT\ln(N_s/K)=0.56$ eV.

``Isolated'' means ``electrically active'' if isolated donors are ionized and clusters supply no carriers. The first condition can be checked with the Mott criterion, $C_1^{1/3}a^*>0.25$, where $a^*$ is the donor's effective Bohr radius. Permittivity 11.7 and rough silicon masses give $1.39$ on the left. This effective-mass radius is too large for arsenic: the measured transition near $8\times10^{18}\ {\rm cm^{-3}}$ corresponds to about $0.7$. Either value is well above $0.25$, so the donor electrons are metallic and do not freeze out. The second condition is an assumption about the clusters.

\subsection*{Does the anneal reach equilibrium?}

Let $J_n$ be the net rate at which size $n$ turns into size $n+1$, with one capture coefficient $k$ for all sizes:
\begin{align*}
J_n&=k\,(C_1C_n-KC_{n+1}),\\
\frac{dC_n}{dt'}&=J_{n-1}-J_n\qquad(n\ge2),\\
\frac{dC_1}{dt'}&=-J_1-\sum_{n\ge1}J_n ,
\end{align*}
where $t'$ is time. Every growth step uses one isolated dopant, which gives the sum. The first step uses two, which gives the extra $J_1$. Setting every $J_n=0$ returns the ladder.

For diffusion-limited capture, $k=4\pi aD$. With a rough capture radius $a=0.5$ nm and diffusivity $D=10^{-14}\ {\rm cm^2/s}$, the detachment rate is $kK=1.9\ {\rm s^{-1}}$. I integrated these equations numerically for sizes up to 100, starting with all dopants isolated. The ratio $C_1/K$ falls from 6 to $0.755$ after 1 s, $0.672$ after 10 s and $0.6667$ after 120 s. The rate equations are given only the step constants, not the ladder, and they lead to the same $2/3$. In this model a 120 s anneal is long enough. The expression $4\pi aD$ assumes well-separated partners, which fails at the start, where $\tfrac43\pi a^3C_{\rm tot}=0.94$; the times are therefore only indicative, while the final value does not depend on $k$.

Dopants also diffuse out of the layer. If all of them moved like isolated ones, through one face and with the surface sealed, the fraction lost in 120 s would be $\sqrt{Dt'/\pi}/(100\ {\rm nm})=6\%$. Heavy doping raises $D$; doubling it would make this 9\%, and tripling it, which is plausible for arsenic at this electron density, 11\%. Immobile clusters reduce the loss.

\subsection*{What changes the answer}

Each change below is made separately. Percentages are relative to $C_1=2K/3$ at $C_{\rm tot}=6K$, unless stated otherwise.

\paragraph{A largest cluster.} If growth stops at four dopants, the count is $x+2x^2+3x^3+4x^4=6$. This finite sum needs no condition $x<1$. Its positive root is $x=0.839$, which is 26\% higher, and the isolated fraction becomes $0.14$. With large clusters forbidden, more dopants must stay isolated. The ceiling $C_1<K$ also disappears, because a finite sum can reach any total.

\paragraph{A different first step.} Suppose pairs have dissociation constant $K/g$ while later steps keep $K$. Then every cluster with $n\ge2$ is multiplied by $g$:
\[
x+g\left[\frac{x}{(1-x)^2}-x\right]=6 .
\]
For $g=1/2$, $x=0.743$ (11\% higher). For $g=2$, $x=0.580$ (13\% lower).

\paragraph{Crowding.} The dopants occupy 3.6\% of the lattice sites. As a deliberately high estimate, let each dopant bar its own site and four neighbours, leaving a free fraction $f=1-5(0.036)=0.82$. If all sizes feel the same restriction, $C_n/f$ replaces $C_n$ in the chemical potential, and mass action becomes $C_nC_1/C_{n+1}=fK$. Solving with $fK$ in place of $K$ gives $C_1=0.568K$, 15\% lower. Equation (3) accounts for this size: an 18\% drop in $K$ passes on at roughly four fifths.

\paragraph{Electrons.} If isolated donors are positive and clusters neutral, each dopant brings an electron into the cluster. Mass action then contains the electron activity $a_e=e^{\eta}$, where $\eta$ is the Fermi level above the conduction-band edge divided by $k_BT$. The ladder becomes
\[
C_n=Ky^n\quad(n\ge2),\qquad
y=x\,\frac{a_e(C_1)}{a_e(2K/3)} .
\]
The denominator calibrates $K$ so that the result at $C_{\rm tot}=6K$ is unchanged; the value of $C_1$ changes only at other totals. The response at $6K$ does change: the marginal isolated fraction becomes about $1/100$ instead of $1/45$, the sensitivity (3) drops from $0.8$ to about $0.36$, and the condition $y<1$ lowers the ceiling on $C_1$ from $K$ to about $0.80K$. The dopant count is now
\[
x+\frac{y}{(1-y)^2}-y=t .
\]
At 1273 K the effective density of conduction-band states is $2.5\times10^{20}\ {\rm cm^{-3}}$, comparable with $C_1$. Fermi statistics therefore affect the activity: at $C_1=2K/3$ they make $a_e$ 1.33 times its Boltzmann value. With a rough gap of 0.75 eV, and the valence band given the same effective density of states as the conduction band, there are about $2.5\times10^{17}$ holes per ${\rm cm^3}$. They are negligible, so the electron density equals $C_1$. At half the total, $C_{\rm tot}=3K$, the result is $C_1=0.619K$, against $0.566K$ from the simple ladder, or 9\% more. Only the ratio of two activities enters $y$, so most of the factor 1.33 cancels, and Boltzmann statistics would change this result by only about 1\%. Fewer electrons are present than at the calibration point, so neutral clusters are less favoured.

\paragraph{Temperature and cooling.} With $E_b$ and $C_{\rm tot}$ fixed, and $K$ still denoting its value at 1273 K, equilibrium at 1223 K gives $C_1=0.563K$ and at 1323 K gives $0.777K$. An error of 50 K therefore moves the result by about 16\%.

Clustering continues while the wafer cools. I integrated the rate equations from equilibrium at 1273 K down to 773 K at 100 K/s, with a rough diffusion activation energy of 4 eV. The isolated concentration falls to $0.589K$, 12\% below the anneal value, and the isolated fraction to $0.098$. This drop depends strongly on the rough inputs: it is 5\% for $0.3D$, 20\% for $3D$, and 17\% or 27\% for an activation energy of 3 or 2 eV. Extrapolated to 300 K, the attachment rate is of order $10^{-51}\ {\rm s^{-1}}$, so this mechanism is frozen at the temperature of use.

\subsection*{Beside real arsenic-doped silicon}

An active concentration of a few $10^{20}\ {\rm cm^{-3}}$ after annealing near 1000\,$^\circ$C is the right rough size for arsenic in silicon, and $K$ was chosen with that in mind. The agreement is therefore not a prediction. The total is far from typical: a dose of $1.8\times10^{16}\ {\rm cm^{-2}}$ is several times a common source or drain implant, and at $1.8\times10^{21}\ {\rm cm^{-3}}$ a separate arsenic-rich phase may compete with the clusters. The endless chain of equal steps is a strong assumption for real material: at $x=2/3$ it places 46\% of the dopants in clusters larger than four. Arsenic clusters can form around a vacancy, which has four nearest neighbours in silicon. The four-dopant limit above imitates this and moves $C_1$ from $2.0\times10^{20}$ to $2.5\times10^{20}\ {\rm cm^{-3}}$ at fixed $K$. It does not include the supply of vacancies, which would make the cluster constants depend on implant damage and annealing history.

The value $1/9$ is thus exact for the infinite equilibrium ladder with one $K$ and $C_{\rm tot}=6K$. The separate changes examined here move the isolated concentration by roughly 10 to 25\%, some upwards and some downwards. The electron effect was evaluated at $C_{\rm tot}=3K$, because the calibration fixes the value of $C_1$ at $6K$; the other changes were computed without electron uptake, which would weaken the response of $C_1$ to a change in $K$. These sizes follow from the rough inputs chosen and are not error bars for a real layer. The numerical output below gives the values in full.

\section*{Calculated quantities}
\begin{verbatim}
Step constant K: 3e+20 cm^-3
Anneal temperature: 1273 K
Layer thickness: 100 nm
Anneal time: 120 s
Total dopants: 1.8e+21 cm^-3
Smaller root C1/K: 0.666667
Larger root C1/K: 1.500000
First three terms at larger root / K: 16.12
Isolated dopants: 2e+20 cm^-3
Isolated fraction: 0.111111
C1/K if C_n wrongly counts dopants: 0.8571
Total dose: 1.8e+16 cm^-2
Isolated dose: 2e+15 cm^-2
Objects (all sizes) / K, from rates: 2
Mean size, from rates: 3 dopants
Dopant share in size 1: 11.11 %
Dopant share in size 2: 14.81 %
Dopant share in size 3: 14.81 %
Dopant share in size 4: 13.17 %
Dopant share in size 5: 10.97 %
C1/K at total 3K: 0.5657
C1/K at total 50K: 0.8682
Diffusivity (rough): 1e-14 cm^2/s
Capture radius (rough): 0.5 nm
Detachment rate: 1.885 1/s
C1/K after 1 s: 0.75518
C1/K after 10 s: 0.67195
C1/K after 120 s: 0.66667
C1/K, largest size four: 0.839
C1/K, clusters n>1 weighted by 0.5: 0.7431
C1/K, clusters n>1 weighted by 2: 0.5801
Lattice site density: 5e+22 cm^-3
Dopant site fraction: 3.6 %
C1/K, crowding upper estimate: 0.5678
Density-of-states mass: 1.084 electron masses
Conduction-band density Nc: 2.475e+20 cm^-3
Electron degeneracy activity factor: 1.326
Rough gap at anneal: 0.75 eV
Holes at anneal: 2.479e+17 cm^-3
C1/K at 3K with electron uptake: 0.6187
Binding energy per step: 0.5612 eV
C1/K(1273 K) at 1223 K: 0.5628
C1/K(1273 K) at 1323 K: 0.7768
Diffusion activation energy (rough): 4 eV
Cooling rate: 100 K/s
End of computed cooling: 773 K
C1/K(1273 K) after cooling: 0.5894
Isolated fraction after cooling: 0.09823
log10 of attachment scale in 1/s, 300 K: -51.09
Diffusion loss upper bound: 6.18 %
Mott parameter (metal above 0.25): 1.394
\end{verbatim}
